# Why narrow misfitting pillars can stay coherent at any height

**Question.** A planar film with lattice misfit becomes unstable against misfit dislocations once it exceeds a critical thickness. Why can a sufficiently narrow pillar of the same material escape this limit however tall it grows, and at what diameter does its critical height diverge?

**Answer.** A dislocation is energetically favoured if the misfit stress does more work on it than its line energy costs. The two cases differ in how this work grows with height, so the planar film comes first.

### The planar film: work grows with thickness

Take an isotropic film with shear modulus $\mu$ and Poisson ratio $\nu$, held at in-plane strain $f>0$ by its substrate. For a compressed film the stress and the useful Burgers vector both change sign, and the work is the same. The free top requires $\sigma_{zz}=0$, hence $\varepsilon_{zz}=-\nu(\varepsilon_{xx}+\varepsilon_{yy})/(1-\nu)$. Inserting this in Hooke's law gives the energy density

$$w=\frac{\mu}{1-\nu}\left(\varepsilon_{xx}^2+\varepsilon_{yy}^2+2\nu\,\varepsilon_{xx}\varepsilon_{yy}\right).$$

Reduce the strain along $x$ from $f$ to $f-\delta$. Then

$$w(f-\delta,f)=w(f,f)-Mf\delta+\frac{\mu\delta^2}{1-\nu},\qquad M=\frac{2\mu(1+\nu)}{1-\nu}.$$

Parallel dislocations a distance $p$ apart, each with in-plane edge component $b_e$, give $\delta=b_e/p$. Multiplying the linear release by $h$ and by $p$ gives the gain per length of one line, $Mfb_eh$. The quadratic term contributes $\mu b_e^2h/[(1-\nu)p]$ per line, which vanishes for a first, isolated dislocation ($p\to\infty$). The gain grows in proportion to $h$, while the line energy grows logarithmically, so a thick enough film is unstable.

### The pillar: work as a force on a cut

Now take a round pillar of diameter $D$ and height $h$ on a wide substrate, with free sides and top, and a dislocation along a diameter of the interface. Create it by cutting from the line to the free surface and shifting the faces by the Burgers vector $\mathbf b$. The total energy contains the misfit energy, the dislocation's own energy and the cross term $\int\sigma^0_{ij}\,\partial_ju^d_i\,dV$, where $\sigma^0$ is the misfit stress and $u^d$ the dislocation displacement. Since $\partial_j\sigma^0_{ij}=0$ and the outer surfaces are free of traction, integration by parts leaves the cut faces. With the sign of $\mathbf b$ that lowers the energy, the work gained is

$$W=\left|\,b_i\int_{\rm cut}\sigma^0_{ij}n_j\,dS\,\right|.$$

Force balance on the material between two cuts makes their results equal. As a test, the force above a level near $z=0.1D$ was found from a vertical and from a horizontal cut in a finite-element solution. The values, 0.0355 and 0.0353 in the same units, agree within 1%.

Choose the vertical midplane, with normal $x$. By axial symmetry its shear tractions vanish, and $\sigma_{xx}$ there is the hoop stress. Define an effective thickness by

$$W=b_e\int\sigma_{\theta\theta}\,dA=Mfb_eD\,h_{\rm eff}.$$

A uniformly stressed film of width $D$ has $\int\sigma_{\theta\theta}\,dA=MfDh$, so $h_{\rm eff}=h$.

For a pillar this fails. Detached from its substrate, it would take its own lattice spacing and carry no stress. The load therefore enters through the base. Because the sides and top are free, force balance on the material above any horizontal cross-section leaves no net force or moment on it. By Saint-Venant's principle the stress of such a self-balanced load dies out within a distance of order $D$. Linear elasticity has no length here other than $D$ and $h$, so

$$h_{\rm eff}=D\,s(h/D)$$

at fixed $\nu$ and fixed ratio of substrate to pillar stiffness. On an elastic substrate with the same elastic constants as the pillar, and $\nu=0.3$, the finite-element solution gives $s=0.0664$ at $h/D=1$ and $0.0665$ at $h/D=2$: the added material contributes almost no work. If the sides are instead held against radial motion, $h_{\rm eff}/D=2.000$ at $h/D=2$, which is the planar result. The free sides are thus what stops the growth.

### The Luryi-Suhir decay

A simple formula needs a decay law. Try a stress profile $\cos(\pi x/D)\,e^{-\kappa z}$, which vanishes on two sides at $x=\pm D/2$. If it is harmonic, Laplace's equation requires

$$-\frac{\pi^2}{D^2}+\kappa^2=0,\qquad \kappa=\frac{\pi}{D}.$$

This is the slowest such decay between two parallel sides. In an isotropic body without body forces the trace of the stress is harmonic, but it need not vanish on a free side, and a round pillar is not a strip. The law is therefore an ansatz. Using the midline stress $Mf e^{-\pi z/D}$ over the whole width of the cut gives

$$h_{\rm eff}=\int_0^h e^{-\pi z/D}dz=\frac D\pi\left(1-e^{-\pi h/D}\right).$$

For $h\ll D$ this tends to $h$, the film value; for $h\gg D$ it saturates at $D/\pi$.

I join this decay to the balance for a single dislocation. A criterion based on stored energy would have another prefactor: energy goes as stress squared, so the stored energy per area saturates at $Mf^2\int_0^\infty e^{-2\pi z/D}dz=Mf^2D/(2\pi)$.

### The line energy

On a (001) interface take a 60° dislocation with line along $[110]$ and Burgers vector of length $b$ along $[10\bar1]$. Its screw component is $b/2$, its total edge component is $b_\perp=\sqrt3\,b/2$, and the edge component in the interface is $b_e=b/2$.

With $A=\mu b_\perp/[2\pi(1-\nu)]$, the edge part has stresses $\sigma_{rr}=\sigma_{\varphi\varphi}=-A\sin\varphi/r$ and $\sigma_{r\varphi}=A\cos\varphi/r$ in polar coordinates around the line. Its energy density is

$$\frac{\sigma_{rr}^2+\sigma_{\varphi\varphi}^2+2\sigma_{r\varphi}^2-\nu(\sigma_{rr}+\sigma_{\varphi\varphi})^2}{4\mu}=\frac{A^2(2-4\nu\sin^2\varphi)}{4\mu r^2}.$$

Integrated over angle, the coefficient of $1/r^2$ is $\pi A^2(1-\nu)/\mu=\mu b_\perp^2/[4\pi(1-\nu)]$. The screw part, with stress $\mu(b/2)/(2\pi r)$, adds $\mu(b/2)^2/(4\pi)$. The sum is

$$\frac{\mu b^2}{4\pi}\left[\frac{3}{4(1-\nu)}+\frac14\right]=\frac{\mu b^2(1-\nu/4)}{4\pi(1-\nu)}.$$

The radial integral gives a logarithm. I write it as $\ln(R_o/b)+1$, where the 1 is a convention for the core energy. The outer cutoff is set by the nearest free surface, estimated as $R_o=\min(h,D/2)$.

Equating gain and cost per length,

$$Mf\frac b2h_{\rm eff}=\frac{\mu b^2(1-\nu/4)}{4\pi(1-\nu)}\left[\ln\frac{R_o}{b}+1\right],$$

and dividing by $Mfb/2=\mu fb(1+\nu)/(1-\nu)$, gives

$$h_{\rm eff}=\Lambda\left[\ln\frac{R_o}{b}+1\right],\qquad \Lambda=\frac{b(1-\nu/4)}{4\pi(1+\nu)f}.$$

### Where the critical height diverges

With the cutoff estimated above, the cost no longer depends on $h$ once $h>D/2$. Call the right-hand side $\beta=\Lambda[\ln(D/2b)+1]$. The balance $(D/\pi)(1-e^{-\pi h/D})=\beta$ gives

$$h_c=-\frac D\pi\ln\left(1-\frac{\pi\beta}{D}\right).$$

It diverges when the saturated gain just equals the cost:

$$D_c=\pi\Lambda\left[\ln\frac{D_c}{2b}+1\right].$$

To solve this, set $a=\pi\Lambda$ and exponentiate: $e^{D_c/a}=eD_c/(2b)$. With $y=-D_c/a$ this becomes $ye^y=-2b/(ea)$, so

$$D_c=-a\,W_{-1}\!\left(-\frac{2b}{ea}\right),$$

where $W_{-1}$ is the lower branch of the Lambert function. It selects the larger root, $D_c>a$; a real root needs $a\ge2b$.

Just above $D_c$, expanding $\pi\beta/D$ to first order gives

$$h_c\simeq\frac{D_c}{\pi}\ln\frac{D_c}{(1-\pi\Lambda/D_c)(D-D_c)}.$$

In this model the divergence is logarithmic, because each further increment of work from added height is exponentially small. It is a property of the ansatz: the elastic solution below gives a threshold diameter but no divergence.

### Numbers

Take round parameters $f=0.02$, $\nu=0.3$, $b=0.4$ nm. Then

$$\Lambda=\frac{0.4\times0.925}{4\pi\times1.3\times0.02}\ {\rm nm}=1.132\ {\rm nm}.$$

The planar condition $h=\Lambda[\ln(h/b)+1]$ gives 3.63 nm. For the pillar the logarithmic factor at the solution is 3.837, so

$$D_c=\pi\times1.132\times3.837\ {\rm nm}=13.65\ {\rm nm}\approx14\ {\rm nm},$$

about 3.8 planar critical thicknesses. At $1.05D_c$ the critical height is 15.2 nm; at $2D_c$ it is 5.6 nm; at $20D_c$ it is 3.7 nm, close to the film value. At $0.99D_c$ a scan from $h=b$ to about $1000D_c$ finds no height at which the gain reaches the cost.

Halving the misfit to 0.01 raises $D_c$ to 33.7 nm, more than twofold, because the logarithm grows as well as $\Lambda$. Replacing the tall-pillar cutoff $D/2$ by $D/4$ lowers $D_c$ at $f=0.02$ to 10.1 nm. This change of cutoff alone thus shifts the result by about a quarter.

### What full elasticity changes

The finite-element solution replaces the decay ansatz but keeps the same line energy. Setting $Ds(h/D)$ equal to the cost gives a threshold diameter for each aspect ratio:

| $h/D$ | $s$, model | $s$, elastic substrate | threshold $D$, elastic (nm) |
|---|---|---|---|
| 0.05 | 0.046 | 0.038 | 108 |
| 0.1 | 0.086 | 0.055 | 84 |
| 0.3 | 0.194 | 0.061 | 99 |
| 1 | 0.305 | 0.066 | 99 |

For tall pillars on the elastic substrate the model overestimates the work by a factor of about 4.8 (the saturated values of $s$ are $1/\pi$ and 0.0665). Coherence at every height requires $D$ to lie below the smallest threshold, about 84 nm among the sampled heights. That minimum lies near $h/D=0.1$, not in the tall limit. Just above it the dislocation first becomes favoured at a finite height of order $0.1D$, so here the critical height jumps from none to a finite value instead of diverging. On a substrate 1000 times stiffer, which takes up almost none of the strain, the smallest threshold is about 38 nm if the line energy of the homogeneous body is kept. This is a lower estimate: on the interface with a nearly rigid solid the logarithmic prefactor is about twice as large, which moves the threshold to roughly 100 nm. In this example the Luryi-Suhir diameter is therefore a cautious estimate. The model's work is not an upper bound at every height, however: at $h/D=0.05$ the stiff-substrate value of $s$, 0.0476, slightly exceeds the model's 0.0463.

With the cutoff used here, the tall limit alone is not enough to guarantee coherence at every height. At $D=90$ nm on the elastic substrate, the dislocation is favoured at $h/D=0.1$ but not at $h/D=1$. Between these heights $s$ rises by a factor of 1.22, while $\ln(R_o/b)+1$ rises from 4.11 to 5.72, a factor of 1.39. This window depends on the estimated cutoff: with $D/4$ for tall pillars, the threshold at $h/D=1$ falls to about 85 nm, close to the smallest threshold, although at $h/D=0.3$ it is still about 95 nm. Where such a window exists, a dislocation formed while the pillar is short need not leave as it grows.

### When the conclusion holds

The argument compares equilibrium energies for one dislocation along a diameter. A nucleation barrier can keep a pillar coherent above $D_c$. Other dislocation positions or types, sidewall defects and surface stress are not covered and could shift the threshold either way. Sides bonded to a surrounding solid are no longer free. If they are held rigidly, the work grows with height as in the planar film, but so does the strain energy of fitting the dislocation between fixed sides, so the balance derived here no longer applies. At very large misfit $D_c$ shrinks towards a few $b$, where continuum elasticity and the core convention cease to be reliable.

Within these limits, a narrow pillar survives because its height adds material but hardly any stress. The full set of values is in the numerical output below.

## Calculated quantities

```
misfit f = 0.02, Poisson ratio = 0.3, b = 0.4 nm
in-plane edge component b_e = 0.200 nm
biaxial modulus / shear modulus = 3.7143
line-energy prefactor / (mu b^2) = 0.10516
length Lambda = 1.1324 nm
decay rate times D (eigenproblem) = 3.14158
planar critical thickness = 3.630 nm
Luryi-Suhir D_c = 13.651 nm = 136.51 angstrom
D_c by direct quadrature = 13.651 nm
log factor ln(D_c/2b)+1 = 3.8369
D_c / planar thickness = 3.760
D_c with tall cutoff D/4 = 10.12 nm
Critical height above D_c: D/D_c, D (nm), h_c (nm)
  1.0001    13.652   41.337
  1.01      13.787   21.571
  1.05      14.333   15.229
  1.2       16.381   10.757
  1.5       20.476    7.479
  2         27.301    5.578
  5         68.253    4.157
  20       273.012    3.745
Misfit, planar thickness (nm), D_c (nm)
  0.01    9.420   33.740
  0.02    3.630   13.651
  0.03    1.952    7.761
h/D; h_eff/D: model, elastic sub., stiff sub.; D thresholds (nm)
  0.05 0.0463 0.0377 0.0476    108.46    78.07
  0.1  0.0858 0.0546 0.0852     83.88    45.63
  0.15 0.1196 0.0597 0.1073     84.50    38.80
  0.2  0.1485 0.0605 0.1167     90.05    38.38
  0.3  0.1943 0.0608 0.1196     98.74    42.16
  0.5  0.2521 0.0645 0.1218    102.86    47.22
  1    0.3046 0.0664 0.1249     99.20    45.76
  2    0.3177 0.0665 0.1251     99.06    45.68
elasticity D_c, elastic substrate = 83.9 nm (at h/D = 0.1)
elasticity D_c, stiff substrate = 38.4 nm (at h/D = 0.2)
held sides, h/D = 2: h_eff/D = 2.000000
thin disc h/D = 0.02, stiff substrate: h_eff/h = 0.9847
force above z = 0.1 D (approx.), vertical cut = 0.0355 M f R^2*2
same force, horizontal cut = 0.0353 M f R^2*2
mesh refinement changes h_eff by 0.20 percent
```
